# What capacitance against thickness tells about a dead layer

## Problem

Two parallel-plate capacitors use the same high-permittivity insulator, with total thicknesses of 20 nm and 60 nm. Their capacitances per area $C/A$, measured with a small signal at zero bias, are expressed through an apparent relative permittivity $\varepsilon_a$ defined by

$$\frac{C}{A}=\frac{\varepsilon_0\varepsilon_a}{d},$$

where $d$ is the total insulator thickness. The results are $\varepsilon_a=150$ at 20 nm and $\varepsilon_a=225$ at 60 nm. A third film, 40 nm thick, gives $\varepsilon_a=200$.

The drop in thin films is attributed to "dead" layers of low permittivity at the electrodes. Let their summed thickness be $t$, included in $d$, and their permittivity $\varepsilon_d$. The remaining thickness $d-t$ has permittivity $\varepsilon_f$. All three quantities are assumed to be the same in every sample. Find $\varepsilon_f$, $t$ and $\varepsilon_d$, as far as the data determine them.

## A tempting solution

The layers are in series. With no free or trapped charge in the insulator, the displacement $D$ is the same in all of them and equals the charge per area on the plate. The field is $D/(\varepsilon_0\varepsilon_f)$ in the film and $D/(\varepsilon_0\varepsilon_d)$ in the dead layers, so the voltage is

$$V=\frac{D}{\varepsilon_0}\left(\frac{d-t}{\varepsilon_f}+\frac{t}{\varepsilon_d}\right).$$

Since $C/A=D/V$, the definition of $\varepsilon_a$ gives

$$\frac{d}{\varepsilon_a}=\frac{d-t}{\varepsilon_f}+\frac{t}{\varepsilon_d}. \tag{1}$$

There are three unknowns and three films, hence three equations. Subtracting the 20 nm equation from the 60 nm one removes the dead layer and yields $\varepsilon_f=300$. For the other two unknowns, try $\varepsilon_d=10$. The 20 nm equation then requires $t=0.6897$ nm. Now test all three films:

- 20 nm: $19.310/300+0.06897=0.1333$ nm, and $20/150=0.1333$ nm.
- 40 nm: $39.310/300+0.06897=0.2000$ nm, and $40/200=0.2000$ nm.
- 60 nm: $59.310/300+0.06897=0.2667$ nm, and $60/225=0.2667$ nm.

Every equation is satisfied. The dead layer is therefore 0.69 nm thick and has permittivity 10.

## Where it fails

Equation (1) is correct for this model, and so is the arithmetic. The fault is the inference from "these values satisfy three equations" to "these are the values". That step needs three independent equations.

Collect the terms of (1) that contain $t$:

$$\frac{d}{\varepsilon_a}=\frac{d}{\varepsilon_f}+q,\qquad q=t\left(\frac1{\varepsilon_d}-\frac1{\varepsilon_f}\right). \tag{2}$$

The left side is a straight line in $d$. A line has two parameters, here the slope $1/\varepsilon_f$ and the intercept $q$. Since 40 nm lies midway between 20 nm and 60 nm, the model makes the third equation the average of the other two:

$$\frac{0.1333+0.2667}{2}\ \text{nm}=0.2000\ \text{nm}.$$

The third film tests whether the data lie on a line. It supplies no new information about $t$ or $\varepsilon_d$. The value 10 was put in by hand, and the agreement would have been just as good with another choice. With $\varepsilon_d=30$ and $t=2.222$ nm, for instance, the 20 nm film gives $17.778/300+2.222/30=0.1333$ nm again.

## The right solution

**The film permittivity.** Write (2) for thicknesses $d_1$ and $d_2$, with apparent permittivities $\varepsilon_1$ and $\varepsilon_2$, and subtract. The intercept cancels:

$$\frac{d_2}{\varepsilon_2}-\frac{d_1}{\varepsilon_1}=\frac{d_2-d_1}{\varepsilon_f}
\quad\Rightarrow\quad
\varepsilon_f=\frac{60-20}{60/225-20/150}=\frac{40}{2/15}=300.$$

The intercept follows from the thinner film:

$$q=\frac{20}{150}-\frac{20}{300}=\frac1{15}\ \text{nm}=0.0667\ \text{nm}.$$

**The dead layer.** Only the combination $q$ is known. Solving its definition for $t$ gives

$$t=\frac{q}{1/\varepsilon_d-1/\varepsilon_f}=\frac{q\,\varepsilon_f\,\varepsilon_d}{\varepsilon_f-\varepsilon_d}
=\frac{20\,\varepsilon_d}{300-\varepsilon_d}\ \text{nm}, \tag{3}$$

because $q\varepsilon_f=20$ nm. Every pair on this curve has the same $q$, and by (2) it gives the same $\varepsilon_a$ at every thickness $d\ge t$. Four such pairs are:

| $\varepsilon_d$ | $t$ (nm) |
|---|---|
| 5 | 0.339 |
| 10 | 0.690 |
| 30 | 2.222 |
| 100 | 10.000 |

More films reduce the errors of $\varepsilon_f$ and $q$, but they cannot choose among rows whose $t$ is below the thinnest film. A thinner film that stays on the line only lowers the upper bound on $t$: $\varepsilon_a=60$ at 5 nm would exclude the last row and leave the other three.

The direction of the ambiguity follows from the logarithm of (3) at fixed $\varepsilon_f$ and $q$:

$$\frac{d\ln t}{d\ln\varepsilon_d}=1+\frac{\varepsilon_d}{\varepsilon_f-\varepsilon_d}=\frac{\varepsilon_f}{\varepsilon_f-\varepsilon_d}.$$

At $\varepsilon_d=10$ this is $300/290=1.034$. A small relative increase of $\varepsilon_d$ is hidden by a nearly equal relative increase of $t$. When $\varepsilon_d\ll\varepsilon_f$, the data fix little more about the dead layer than the ratio $t/\varepsilon_d\approx q$.

**What can still be said.** The dead layers must fit inside the thinnest film, so $t\le20$ nm. Equation (3) then requires $20\varepsilon_d\le20(300-\varepsilon_d)$, or $\varepsilon_d\le150$. At this limit the 20 nm film is dead throughout, and its apparent permittivity is simply $\varepsilon_d$. At the other end, $\varepsilon_d\ge1$ gives $t\ge20/299=0.067$ nm. This is less than an atomic spacing, so the lower bound is formal and not a plausible thickness.

A film thinner than $t$ would leave the line. If it consisted entirely of the dead material, it would have $\varepsilon_a=\varepsilon_d$ independent of $d$. Seeing that plateau would separate the two quantities, provided that the layers keep their permittivity when they meet and that the electrodes add nothing to the intercept. An electrode term, discussed below, removes the plateau.

## Reading the two numbers

With $\varepsilon_f=300$ and $q\varepsilon_f=20$ nm, equation (2) becomes

$$\varepsilon_a(d)=\frac{300\,d}{d+20\ \text{nm}},\qquad d\ge t.$$

Thick films approach 300, and the apparent value is halved at 20 nm. The capacitances are 6.64 µF/cm² at 20 nm and 3.32 µF/cm² at 60 nm. In gate-stack terms, the equivalent oxide thickness $3.9\,d/\varepsilon_a$ is 0.52 nm and 1.04 nm. The intercept contributes $3.9q=0.26$ nm to each, which is half of the first and a quarter of the second.

The result is moderately sensitive to errors. If each of the two original permittivities may be wrong by 1% independently, the extreme combinations give $\varepsilon_f$ between 291 and 309 and $q$ between 0.063 and 0.070 nm.

The value 300 also rests on the assumption that $\varepsilon_f$ does not depend on thickness. Uniform films with no dead layer and with true permittivities 150, 200 and 225 would give the same three capacitances. The straight line is consistent with a dead layer but does not prove one.

Nor does it prove a sharp boundary. For a permittivity $\varepsilon(z)$ that varies through the film, the voltages of thin slices add, and the intercept becomes

$$q=\int_0^d\left(\frac1{\varepsilon(z)}-\frac1{\varepsilon_f}\right)dz.$$

Suppose that the integrand is $a\,e^{-z/\ell}$ near one electrode, with its mirror image at the other. For $d\gg\ell$ the integral is $2a\ell$. With $\ell=1$ nm, the measured $q$ needs $a=1/30$, and the permittivity at the electrode is $1/(1/300+1/30)=27.3$. This smooth profile reproduces the data as well, up to corrections of order $e^{-d/\ell}$.

## Measurements that could separate $t$ and $\varepsilon_d$

An independent thickness, for example from microscopy, would fix $\varepsilon_d$ through (3) if the layer seen is the layer that is electrically dead. Two possible electrical routes are described here, each with its own assumption.

**Temperature.** The permittivity of a soft-mode material falls on heating above its Curie-Weiss temperature. Suppose that $t$ and $\varepsilon_d$ stay fixed while $\varepsilon_f$ changes to $\varepsilon_f'$. Subtracting the two intercepts cancels $t/\varepsilon_d$:

$$q'-q=-t\left(\frac1{\varepsilon_f'}-\frac1{\varepsilon_f}\right).$$

Take $\varepsilon_f\propto1/(T-T_0)$ with a rough $T_0=35$ K. Heating from 300 K to 358 K lowers $\varepsilon_f$ from 300 to $300\times265/323=246$. The intercept becomes 0.0662 nm for the pair $(\varepsilon_d,t)=(10,\ 0.690\ \text{nm})$ and 0.0594 nm for $(100,\ 10\ \text{nm})$. The first change is below 1% of $q$ and the second is about 11%. Independent 1% errors in the apparent permittivities can shift each intercept by about 5% of $q$, so the difference of two intercepts can be wrong by about 10% of $q$. In that worst case the change from the thick dead layer would barely exceed the error, and a subnanometre layer could not be measured. A 1% error that is common to both temperatures in each sample largely cancels and leaves about 0.6% of $q$. That is small beside the second change but still close to the first.

**Bias.** Let the film field be $D/(\varepsilon_0\varepsilon_f)+\beta D^3$, the leading nonlinearity of a soft mode, and let the dead layer remain linear. Adding the voltages and differentiating gives

$$\frac{dV}{dD}=\frac{d}{\varepsilon_0\varepsilon_a}+3\beta(d-t)D^2,$$

where $\varepsilon_a$ is the zero-bias value. The last term contains $t$ separately from $q$, but only in the product $\beta(d-t)$. A single film therefore yields $t$ only if $\beta$ is known. If it is not, films of two thicknesses with the same $\beta$, compared at the same $D$, supply both $\beta$ and $t$ in principle. Take $\beta=7\times10^9$ V m⁵/C³, a rough value for strontium titanate, and apply 1 V to the 20 nm film. Solving the cubic equation for $D$ numerically gives 6.40 µC/cm² for the pair with $\varepsilon_d=10$ and 6.51 µC/cm² for the pair with $\varepsilon_d=100$. The differential apparent permittivities are 135 and 142, so these two pairs now differ. The separation is weak. The pair with $\varepsilon_d=5$ gives 134.9 against 135.1 for $\varepsilon_d=10$, and a $\beta$ about twice as large would bring the $\varepsilon_d=100$ pair down to 135. With independent 1% errors in the permittivities, a true $t=0.69$ nm comes out between $-3$ and 4 nm from one film with $\beta$ known. From the 20 and 60 nm films with $\beta$ unknown it comes out between $-12$ and 8 nm. However, the field in the dead layer with $\varepsilon_d=10$ is 7.2 MV/cm, where breakdown and leakage are serious concerns and linearity is doubtful.

## Beside a real capacitor

The numbers are in the regime of strontium titanate films near room temperature, where the bulk permittivity is roughly 300. For a 0.05 V readout of the 20 nm film with $\varepsilon_d=10$, the nonlinear term changes the permittivity by only about $3\times10^{-4}$ of its value, so the small-signal assumption is sound.

A more serious omission is the electrode. A metal screens charge over a length $\lambda$, within which the field decays as $(D/\varepsilon_0)e^{-x/\lambda}$ if the ions are not polarizable. The voltage lost in each electrode is the integral $D\lambda/\varepsilon_0$, so two electrodes add $2\lambda$ to $q$. For free electrons of density $n$ and Fermi energy $E_F$, the Thomas-Fermi estimate is $\lambda^2=2\varepsilon_0E_F/(3ne^2)$. A rough $n=6\times10^{22}$ cm⁻³ gives $E_F=5.6$ eV and $\lambda=0.059$ nm, hence $2\lambda=0.117$ nm. This is 1.8 times the whole measured intercept, so the estimate is too crude to subtract from these data. Even its sign depends on the model and on where $d$ is taken to end. In a self-consistent free-electron (jellium) metal of this density facing vacuum, the induced charge is centred about 0.07 nm outside the edge of the positive background, not inside it. The estimate suggests only that electrode effects may be comparable in size to the effect being interpreted. If the electrodes supplied half of $q$, the thickness inferred for $\varepsilon_d=10$ would fall by half, from 0.69 to 0.34 nm.

**Answer.** Within the model, $\varepsilon_f=300$ and $t(1/\varepsilon_d-1/300)=1/15$ nm. The data do not determine $t$ and $\varepsilon_d$ separately.

Numbers in the example were calculated in double precision.
